\section*{Core-core penetration for Gaussian and Slater core densities}

\section{Core-core penetration in large-core potentials}

A calculation with large-core effective potentials needs a rule for the energy between the cores themselves. The simplest rule is $Q_AQ_B/R$, the repulsion of two point charges. Before a bond length or a force is taken from such a calculation, one must decide whether that rule is adequate, whether a short-range correction must be added, or whether the outer core shells should be moved into the valence space. The decision depends on how far two overlapping cores depart from point charges. The electrostatic part of this departure has a closed form for simple core shapes. It is not the whole correction, and for the K$^+$ cores treated below its sign between 4 and 6 bohr is opposite to that of the full frozen-core correction.

\subsection{The electrostatic energy of two frozen cores}

Core $A$ consists of a nucleus of charge $Z_A$ and a spherical cloud of $N_A$ electrons with number density $\rho_A$. Its net charge is $Q_A=Z_A-N_A\ge 0$. Core $B$ is described in the same way, and the nuclei are a distance $R$ apart. The clouds are frozen: they keep their free-ion shapes at every $R$. Hartree atomic units are used.

The classical interaction energy has four parts,
\begin{equation}
E=\frac{Z_AZ_B}{R}-Z_A\!\int\!\frac{\rho_B(\mathbf r)}{|\mathbf r-\mathbf R_A|}d^3r
-Z_B\!\int\!\frac{\rho_A(\mathbf r)}{|\mathbf r-\mathbf R_B|}d^3r
+\iint\!\frac{\rho_A(\mathbf r)\rho_B(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'.
\label{eq:four}
\end{equation}
If the clouds were points, the three integrals would be $N_B/R$, $N_A/R$ and $N_AN_B/R$. We define the defects $p_B$, $p_A$ and $p_{AB}$ as the fractions by which they fall short, so that the integrals are
\begin{equation}
\frac{N_B(1-p_B)}{R},\qquad \frac{N_A(1-p_A)}{R},\qquad \frac{N_AN_B(1-p_{AB})}{R}.
\label{eq:defects}
\end{equation}
Inserting these in \eqref{eq:four} and multiplying by $R$ gives
\begin{align}
RE={}&Z_AZ_B-Z_AN_B-Z_BN_A+N_AN_B\nonumber\\
&+Z_AN_Bp_B+Z_BN_Ap_A-N_AN_Bp_{AB}.
\end{align}
The first line is $(Z_A-N_A)(Z_B-N_B)=Q_AQ_B$. Hence
\begin{equation}
E=\frac{Q_AQ_B}{R}+\Delta E,\qquad
\Delta E=\frac{Z_AN_Bp_B+Z_BN_Ap_A-N_AN_Bp_{AB}}{R}.
\label{eq:main}
\end{equation}
This holds for any spherical frozen clouds. Since $\Delta E$ contains no valence coordinates, adding it at fixed nuclei shifts the total energy and leaves the valence wave function unchanged. In quantum Monte Carlo it is a constant in the local energy. It does change forces and potential curves, because it depends on $R$.

\subsection{What a point charge sees}

The average of the Coulomb kernel over the directions of a shell of radius $t$, seen from distance $R$, is
\begin{equation}
\frac12\int_{-1}^{1}\frac{du}{\sqrt{R^2+t^2-2Rtu}}
=\frac{(R+t)-|R-t|}{2Rt}=\frac{1}{\max(R,t)}.
\end{equation}
Summing over the shells of one cloud, with the label omitted, gives
\begin{equation}
\frac{N(1-p)}{R}=4\pi\int_0^R\rho(t)\frac{t^2}{R}\,dt+4\pi\int_R^\infty\rho(t)\,t\,dt .
\end{equation}
We multiply by $R$ and subtract the result from $N=4\pi\int_0^\infty\rho\,t^2dt$. The region $t<R$ cancels, which leaves
\begin{equation}
Np(R)=4\pi\int_R^\infty\rho(t)\,t\,(t-R)\,dt .
\label{eq:tail}
\end{equation}
The part of the cloud within $R$ of its own centre therefore acts on the nucleus as a point charge would. Only the part that lies farther than $R$ contributes to the defect.

\subsection{A common formula for the defects}

The cloud-cloud term is simplest in Fourier space. Let $f(k)=N^{-1}\int\rho(r)e^{-i\mathbf k\cdot\mathbf r}d^3r$ be the form factor about the cloud's own centre. It is real, depends only on $k=|\mathbf k|$, and satisfies $f(0)=1$. With
\begin{equation}
\frac1{|\mathbf r|}=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}e^{i\mathbf k\cdot\mathbf r},\qquad
\int d\Omega_k\,e^{i\mathbf k\cdot\mathbf R}=4\pi\frac{\sin kR}{kR},
\end{equation}
the last integral in \eqref{eq:four} becomes
\begin{equation}
N_AN_B\,\frac{(4\pi)^2}{(2\pi)^3}\int_0^\infty f_Af_B\frac{\sin kR}{kR}\,dk
=\frac{N_AN_B}{R}\,\frac2\pi\int_0^\infty f_Af_B\frac{\sin kR}{k}\,dk .
\end{equation}
Comparison with \eqref{eq:defects} identifies $1-p_{AB}$. A nucleus has form factor 1, so the same formula covers all three defects:
\begin{equation}
1-p=\frac2\pi\int_0^\infty F(k)\frac{\sin kR}{k}\,dk,\qquad
F=f_A,\ f_B\ \text{or}\ f_Af_B .
\label{eq:fourier}
\end{equation}

\subsection{Gaussian clouds}

Take $\rho_A=N_A(\alpha/\pi)^{3/2}e^{-\alpha r^2}$, and the same form with exponent $\beta$ for $B$. Completing the square in each Cartesian direction gives $f_A=e^{-k^2/4\alpha}$. Call the integral in \eqref{eq:fourier} $I(R)$. It vanishes at $R=0$, and its derivative is a Gaussian integral:
\begin{equation}
\frac{dI}{dR}=\int_0^\infty e^{-k^2/4\alpha}\cos kR\,dk=\sqrt{\pi\alpha}\,e^{-\alpha R^2}.
\end{equation}
Therefore
\begin{equation}
1-p_A=\frac2\pi I(R)=\frac{2}{\sqrt\pi}\int_0^{R}\!\sqrt\alpha\,e^{-\alpha s^2}ds=\operatorname{erf}(\sqrt\alpha R).
\end{equation}
The product $f_Af_B=e^{-k^2/4\mu}$ is again a Gaussian, with $1/\mu=1/\alpha+1/\beta$. The three defects are
\begin{equation}
p_A=\operatorname{erfc}(\sqrt\alpha R),\quad p_B=\operatorname{erfc}(\sqrt\beta R),\quad
p_{AB}=\operatorname{erfc}(\sqrt\mu R),\quad \mu=\frac{\alpha\beta}{\alpha+\beta}.
\label{eq:gauss}
\end{equation}

\subsection{Slater clouds}

Take $\rho_A=N_Aa^3e^{-ar}/(8\pi)$, and the same form with $b$ for $B$. For a cloud built from a $1s$ orbital $e^{-\zeta r}$ the density exponent is $a=2\zeta$. Setting $t=R+u$ in \eqref{eq:tail} gives
\begin{equation}
p_A=\frac{a^3}{2}e^{-aR}\int_0^\infty e^{-au}(Ru+u^2)\,du
=\frac{a^3}{2}e^{-aR}\left(\frac{R}{a^2}+\frac{2}{a^3}\right)
=\left(1+\frac{aR}{2}\right)e^{-aR},
\label{eq:pslater}
\end{equation}
and $p_B$ follows with $b$ in place of $a$.

For $p_{AB}$ we need the form factor,
\begin{equation}
f_A=\frac{a^3}{2k}\int_0^\infty r\,e^{-ar}\sin kr\,dr
=\frac{a^3}{2k}\,\frac{2ak}{(a^2+k^2)^2}=\frac{a^4}{(a^2+k^2)^2}.
\end{equation}
With $s=k^2$, the integrand of \eqref{eq:fourier} is $k\sin(kR)\,G(s)$, where
\begin{equation}
G=\frac{a^4b^4}{s(s+a^2)^2(s+b^2)^2}
=\frac1s+\frac{C_1}{s+a^2}+\frac{C_2}{(s+a^2)^2}+\frac{D_1}{s+b^2}+\frac{D_2}{(s+b^2)^2}.
\label{eq:pf}
\end{equation}
Let $a\ne b$ and $H(s)=(s+a^2)^2G=a^4b^4/[s(s+b^2)^2]$. Then $C_2=H(-a^2)$ and $C_1=H'(-a^2)$. Since $H'=-H\,[1/s+2/(s+b^2)]$,
\begin{align}
C_2&=-\frac{a^2b^4}{(b^2-a^2)^2},\\
C_1&=-C_2\left[-\frac1{a^2}+\frac{2}{b^2-a^2}\right]=\frac{b^4(3a^2-b^2)}{(b^2-a^2)^3}.
\end{align}
$D_1$ and $D_2$ follow by exchanging $a$ and $b$.

The remaining integrals are
\begin{equation}
J_n(c)=\frac2\pi\int_0^\infty\frac{k\sin kR}{(k^2+c^2)^n}\,dk,\qquad
J_1=e^{-cR},\qquad J_{n+1}=-\frac{1}{2nc}\frac{dJ_n}{dc}.
\label{eq:J}
\end{equation}
For $J_1$, extend the integral to the whole real axis and close the contour in the upper half-plane. The pole of $k\,e^{ikR}/(k^2+c^2)$ at $k=ic$ has residue $e^{-cR}/2$. The full-line integral is thus $i\pi e^{-cR}$, and half its imaginary part is $\pi e^{-cR}/2$. The recursion is differentiation under the integral sign. It gives $J_2=Re^{-cR}/(2c)$. The term $1/s$ in \eqref{eq:pf} is the limit $c\to0$ of $J_1$ and contributes 1. Everything else is $-p_{AB}$, so that
\begin{align}
p_{AB}&=w(a,b)+w(b,a),\nonumber\\
w(a,b)&=e^{-aR}\left[\frac{b^4(b^2-3a^2)}{(b^2-a^2)^3}+\frac{ab^4R}{2(b^2-a^2)^2}\right].
\label{eq:slater}
\end{align}

For equal exponents these terms diverge separately, and it is easier to start again. Repeated use of $a^2/[s(s+a^2)]=1/s-1/(s+a^2)$ gives
\begin{equation}
\frac{a^8}{s(s+a^2)^4}=\frac1s-\frac1{s+a^2}-\frac{a^2}{(s+a^2)^2}-\frac{a^4}{(s+a^2)^3}-\frac{a^6}{(s+a^2)^4}.
\end{equation}
With $x=aR$, the recursion \eqref{eq:J} yields
\begin{equation}
a^2J_2=\frac x2e^{-x},\quad a^4J_3=\frac{x^2+x}{8}e^{-x},\quad
a^6J_4=\left(\frac{x^3}{48}+\frac{x^2}{16}+\frac{x}{16}\right)e^{-x}.
\end{equation}
Adding these to $J_1=e^{-x}$ gives
\begin{equation}
p_{AB}=e^{-x}\left(1+\frac{11x}{16}+\frac{3x^2}{16}+\frac{x^3}{48}\right)\qquad(a=b).
\label{eq:equal}
\end{equation}

\subsection{The sign of the deviation}

Writing $Z=Q+N$ in \eqref{eq:main} separates two effects:
\begin{equation}
R\,\Delta E=Q_AN_Bp_B+Q_BN_Ap_A+N_AN_B(p_A+p_B-p_{AB}).
\label{eq:regroup}
\end{equation}
The first two terms are positive for charged cores, and each vanishes if its $Q$ is zero. They arise when the net charge of one core enters the other cloud and is less well screened from the nucleus there. The last term is the interaction of two neutralized cores, and it can have either sign.

As $R\to0$ all defects tend to 1, and \eqref{eq:main} gives $R\,\Delta E\to Z_AN_B+Z_BN_A-N_AN_B=Z_AZ_B-Q_AQ_B>0$. The bare nuclei repel. Frozen clouds are not a realistic description at such distances.

At large $R$ the Gaussian result is attractive for any nonzero $N_A$ and $N_B$. Since $\alpha-\mu=\alpha^2/(\alpha+\beta)>0$, and likewise for $\beta$, the cloud-cloud defect decays most slowly:
\begin{equation}
\Delta E\simeq-\frac{N_AN_B}{R}\operatorname{erfc}(\sqrt\mu R).
\end{equation}
Overlapping clouds repel each other less than points would. This loss of repulsion reaches farther than the loss of nucleus-cloud attraction, for which the tail of one cloud must extend to the other nucleus. Slater clouds with $a=b$ behave in the same way, because the cubic term in \eqref{eq:equal} outgrows the linear term in \eqref{eq:pslater}.

For Slater clouds with $a<b$ the sign is not fixed. When $(b-a)R\gg1$, terms in $e^{-bR}$ can be dropped. Keeping the part of \eqref{eq:pslater} and \eqref{eq:slater} that is linear in $R$, we find
\begin{equation}
\Delta E\simeq\frac{N_Aa}{2}e^{-aR}\left[Z_B-\frac{N_B}{(1-a^2/b^2)^2}\right].
\label{eq:sign}
\end{equation}
The deviation is attractive at long range if $N_B/Z_B>(1-a^2/b^2)^2$, and repulsive if the inequality is reversed. A very compact core $B$ acts on the tail of $A$ nearly as a point charge $Q_B$, which gives repulsion when $Q_B>0$. For $Q_B=0$ the ratio $N_B/Z_B=1$ always exceeds the threshold, and the long-range deviation is attractive. As an example take $a=2$ and $b=6$ bohr$^{-1}$, with $Z_A=3$ and $N_A=2$. The threshold is $(1-4/36)^2=0.790$. For $Z_B=3$, $N_B=2$ the ratio is 0.667, and at 6 bohr $\Delta E=+8.0\times10^{-6}$ hartree. For $Z_B=11$, $N_B=10$ the ratio is 0.909, and $\Delta E=-1.73\times10^{-5}$ hartree. Both energies come from the full expression \eqref{eq:main}. At this distance the leading form \eqref{eq:sign} gives the same signs but the values $+5.8\times10^{-6}$ and $-2.0\times10^{-5}$ hartree, because the parts of the defects that lack the factor $R$ are not yet negligible.

\subsection{Two model cores}

Let core $A$ have $Z=11$, $N=10$ and an rms radius of 1.0 bohr, and core $B$ have $Z=12$, $N=10$ and an rms radius of 0.8 bohr. The mean square radius is $3/(2\alpha)$ for a Gaussian cloud and $12/a^2$ for a Slater cloud. Equal rms radii therefore require $\alpha=1.500$, $\beta=2.344$ and $\mu=0.915$ bohr$^{-2}$, or $a=3.464$ and $b=4.330$ bohr$^{-1}$.

For the Slater shape at $R=3$ bohr, $p_A=1.900\times10^{-4}$, $p_B=1.711\times10^{-5}$ and $p_{AB}=7.190\times10^{-4}$. Equation \eqref{eq:main} gives
\begin{equation}
\Delta E=\frac{110\,p_B+120\,p_A-100\,p_{AB}}{3}
=\frac{0.00188+0.02280-0.07190}{3}=-0.0157\ \text{hartree}.
\end{equation}
In the grouping \eqref{eq:regroup}, the charge terms contribute $+0.0013$ and the neutralized pair $-0.0171$ hartree. Other distances follow in the same way (energies in hartree):
\begin{center}
\begin{tabular}{cccc}
$R$ (bohr) & $Q_AQ_B/R$ & $\Delta E$, Gaussian & $\Delta E$, Slater\\
1 & 2.000 & $-4.29$ & $-1.55$\\
2 & 1.000 & $-0.309$ & $-0.328$\\
3 & 0.667 & $-1.65\times10^{-3}$ & $-1.57\times10^{-2}$\\
4 & 0.500 & $-1.58\times10^{-6}$ & $-6.10\times10^{-4}$\\
5 & 0.400 & $-2.7\times10^{-10}$ & $-2.17\times10^{-5}$
\end{tabular}
\end{center}
The two shapes nearly agree at 2 bohr, yet at 5 bohr they differ by about five orders of magnitude. Matching the rms radius does not fix the penetration energy, which depends on the tail. At 1 bohr the attraction exceeds the point-charge repulsion for the Gaussian shape, but not for the Slater shape. A numerical root search places the change to positive $\Delta E$ at 0.83 bohr for the Gaussian shape and 0.88 bohr for the Slater shape.

\subsection{What electrostatics leaves out}

Electrons of the two cores must also obey antisymmetry. For closed-shell cores this can be included without relaxing the ions. Collect the occupied orbitals of both free ions as columns of $C$, and let $S$ be their overlap matrix. The orbitals $CS^{-1/2}$ are orthonormal and span the same space, so they give the same determinant up to a factor. With two electrons per orbital the density matrix is
\begin{equation}
D=2\,(CS^{-1/2})(CS^{-1/2})^{T}=2\,CS^{-1}C^{T}.
\end{equation}
If $E_{\rm HF}[D]$ is the Hartree-Fock energy of this unrelaxed determinant, including nuclear repulsion, the first-order core-core correction is
\begin{equation}
\Delta E_1=E_{\rm HF}[D]-E_A-E_B-\frac{Q_AQ_B}{R}=\Delta E+E_{\rm xP},
\label{eq:first}
\end{equation}
where $E_A$ and $E_B$ are the free-ion energies. The second equality defines the exchange-Pauli part $E_{\rm xP}$. It combines exchange between the ions with the energy change caused by orthogonalization.

Consider two K$^+$ cores, each with 18 electrons and $Q=1$, as in a one-valence-electron potential for potassium. Restricted Hartree-Fock ions in the def2-TZVP basis give, in hartree,
\begin{center}
\begin{tabular}{cccc}
$R$ (bohr) & $\Delta E$ & $E_{\rm xP}$ & $\Delta E_1$\\
4 & $-0.0264$ & $0.1177$ & $0.0913$\\
5 & $-0.00202$ & $0.01152$ & $0.00950$\\
6 & $-0.00013$ & $0.00096$ & $0.00083$
\end{tabular}
\end{center}
Here $\Delta E$ is evaluated from \eqref{eq:four} with the computed ion densities, without fitting them to a single Gaussian or Slater function. The electrostatic deviation is attractive, but the total is repulsive at all three distances. At 5 bohr $\Delta E$ is $-0.055$ eV and $\Delta E_1$ is $+0.259$ eV. The latter is about 5\% of the point-charge repulsion, 0.2 hartree. Measured against the frozen-ion result $\Delta E_1$, adding $\Delta E$ alone would make the energy worse than adding nothing.

In the smaller def2-SVP basis $\Delta E$ and $\Delta E_1$ at 5 bohr are $-0.00206$ and $0.00948$ hartree, changes of about 2\% and 0.2\% relative to def2-TZVP. This comparison does not bound the remaining basis error. An uncontracted even-tempered basis of 20 $s$ and 13 $p$ functions, which lowers the ion energy by about 0.01 hartree, gives $\Delta E=-0.0253$, $-0.00195$ and $-0.00014$ hartree and $\Delta E_1=0.0904$, $0.00944$ and $0.00086$ hartree at 4, 5 and 6 bohr. These are shifts of about 4\%, 3\% and 12\% in $\Delta E$ and 1\%, 0.6\% and 3\% in $\Delta E_1$, so the last digits of the table are not converged, although the signs are unchanged. In particular, a finite Gaussian basis must eventually give a Gaussian tail, so very small penetration energies at large $R$ deserve little trust.

As far as the cores are frozen, the quantity to compare with the required accuracy is therefore $\Delta E_1$, not $\Delta E$, over the distances that will be visited. If it is negligible, $Q_AQ_B/R$ suffices within the frozen-core picture. If it is not, $\Delta E_1$ can be tabulated or fitted and added. From the table, $\ln[\Delta E_1(R)/\Delta E_1(R+1\,\text{bohr})]$ is about 2.3 between 4 and 5 bohr and 2.4 between 5 and 6 bohr, so one exponential describes this range only roughly. Before adding such a term, one must make sure that the potential in use does not already include it.

Core polarization, core correlation and relativistic effects are absent from \eqref{eq:first}. Polarization is not small for K$^+$. In the field $1/R^2$ of its partner, each ion of dipole polarizability $\alpha_d$ lowers its energy by $\alpha_d/(2R^4)$, so an isolated pair gains $-\alpha_d/R^4$. With $\alpha_d$ between 5 and 5.5 bohr$^3$ (Hartree-Fock in a large basis gives about 5.4) this point-charge estimate is $-0.008$ to $-0.009$ hartree at 5 bohr and about $-0.004$ hartree at 6 bohr, comparable to $\Delta E_1$ at the first distance and larger in magnitude at the second. Letting the Hartree-Fock determinant of the pair relax in def2-TZVP, with counterpoise correction, lowers the energy by 0.0077 and 0.0039 hartree at these distances. In a molecule the polarizing field also contains the valence electrons, so this effect is not a pair correction and needs its own core-polarization term. Where the change of shape goes beyond such a response, the outer core shells belong in the valence space.
